# Hierarchical Composites That Realize Symmetric Bruggeman Theory in a Limit: verification in Python

```python
"""
Result under test: a hierarchy of coated-sphere composites with widely separated
sizes has an effective permittivity that tends to the symmetric Bruggeman root.
Symbols: glass, pore = relative permittivities of the phases; porosity = pore
volume fraction; delta = fraction of old material replaced in one pair of levels
(first glass spheres, then pore spheres); tau = -log(share left of the seed).
Lengths are in nm where stated. Film parameters are rough typical values.
"""
import numpy as np
import sympy as sp
from scipy import constants, fft
from scipy.optimize import brentq


def bruggeman(e1, e2, f):
    """Closed two-phase root; f is the fraction of e2."""
    b = (3 * (1 - f) - 1) * e1 + (3 * f - 1) * e2
    return (b + np.sqrt(b * b + 8 * e1 * e2)) / 4


def bruggeman_many(eps, fractions):
    """Root of the self-consistency condition for any number of phases."""
    eps, fractions = np.array(eps), np.array(fractions)
    return brentq(lambda e: np.sum(fractions * (eps - e) / (eps + 2 * e)),
                  eps.min(), eps.max(), xtol=1e-13)


def coated(host, core, p):
    """Coated-sphere composite: core fraction p, coating = host."""
    beta = (core - host) / (core + 2 * host)
    return host * (1 + 3 * p * beta / (1 - p * beta))


def pair_fractions(f, delta):
    b = f * delta
    return 1 - (1 - delta) / (1 - b), b


def add_pair(eps, e1, e2, f, delta):
    a, b = pair_fractions(f, delta)
    return coated(coated(eps, e1, a), e2, b)


def run_hierarchy(e1, e2, f, delta, tau):
    eps = coated(e1, e2, f)
    for _ in range(int(np.ceil(-tau / np.log(1 - delta)))):
        eps = add_pair(eps, e1, e2, f, delta)
    return eps


def effective_permittivity(fine, s):
    """Periodic field problem by finite volumes; s subsamples per cell edge.
    Face values: harmonic mean along the flux, arithmetic mean across it."""
    nd = fine.ndim
    split = [m for n in fine.shape for m in (n // s, s)]
    sub_axes = tuple(range(1, 2 * nd, 2))
    faces = []
    for axis in range(nd):
        block = np.roll(fine, -(s // 2), axis).reshape(split)
        block = 1 / np.mean(1 / block, axis=2 * axis + 1, keepdims=True)
        faces.append(block.mean(axis=sub_axes))
    shape = faces[0].shape
    symbol = np.zeros(shape)
    for axis, n in enumerate(shape):
        k = 2 - 2 * np.cos(2 * np.pi * np.arange(n) / n)
        symbol = symbol + k.reshape([-1 if j == axis else 1 for j in range(nd)])
    symbol[(0,) * nd] = 1.0

    def operator(u):
        out = np.zeros(shape)
        for axis in range(nd):
            flux = faces[axis] * (np.roll(u, -1, axis) - u)
            out -= flux - np.roll(flux, 1, axis)
        return out

    def precondition(r):
        r_hat = fft.fftn(r) / symbol
        r_hat[(0,) * nd] = 0
        return fft.ifftn(r_hat).real

    u = np.zeros(shape)
    r = faces[0] - np.roll(faces[0], 1, 0)
    target = 1e-8 * np.linalg.norm(r)
    z = precondition(r)
    d, rz = z.copy(), np.sum(r * z)
    for _ in range(500):
        ad = operator(d)
        step = rz / np.sum(d * ad)
        u += step * d
        r = r - step * ad
        if np.linalg.norm(r) < target:
            break
        z = precondition(r)
        rz_new = np.sum(r * z)
        d = z + rz_new / rz * d
        rz = rz_new
    assert np.linalg.norm(r) < target
    return np.mean(faces[0] * (1 + np.roll(u, -1, 0) - u))


def sphere_array(host, core, fraction, cells=48, s=4):
    """Cubic array of spheres: effective permittivity and sampled fraction."""
    n = cells * s
    x2 = ((np.arange(n) + 0.5) / n - 0.5) ** 2
    radius2 = (3 * fraction / (4 * np.pi)) ** (2 / 3)
    inside = x2[:, None, None] + x2[None, :, None] + x2[None, None, :] < radius2
    return effective_permittivity(np.where(inside, core, host), s), inside.mean()


# Rough inputs for a porous organosilicate film
glass, pore, porosity = 2.9, 1.0, 0.30
pore_diameter, film, spacing, voltage = 2.0, 100.0, 20.0, 1.0  # nm, nm, nm, V
eb = bruggeman(glass, pore, porosity)
upper = coated(glass, pore, porosity)
lower = coated(pore, glass, 1 - porosity)
assert abs(eb - bruggeman_many([glass, pore], [1 - porosity, porosity])) < 1e-10
assert lower < eb < upper
print(f"inputs: glass {glass}, pore {pore}, porosity {porosity} (relative)")
print(f"Bruggeman permittivity                    {eb:.4f}")
print(f"coated spheres, glass outside (upper)     {upper:.4f}")
print(f"coated spheres, pore phase outside (lower) {lower:.4f}")
print(f"width between the two bounds              {upper - lower:.4f}")

# Coated sphere: boundary conditions at both surfaces give the outside dipole
for host, core, p in [(2.9, 1.0, 0.3), (1.0, 12.0, 0.6), (5.0, 0.1, 0.1)]:
    outside = coated(host, core, p)
    # unknowns: core field, coating field, coating dipole, outside dipole
    matrix = np.array([[1, -1, -1 / p, 0],
                       [core, -host, 2 * host / p, 0],
                       [0, 1, 1, -1],
                       [0, host, -2 * host, 2 * outside]])
    dipole = np.linalg.solve(matrix, [0, 0, 1, outside])[3]
    assert abs(dipole) < 1e-12

# The coated-sphere map increases with the host permittivity
e, c, q = sp.symbols("e c q", positive=True)
beta = (c - e) / (c + 2 * e)
new = e * (1 + 3 * q * beta / (1 - q * beta))
positive_form = (c**2 * (1 + 2 * q) * (1 - q) + 4 * (1 - q)**2 * e * c
                 + 2 * (1 - q) * (2 + q) * e**2) / (c * (1 - q) + e * (2 + q))**2
assert sp.simplify(sp.diff(new, e) - positive_form) == 0

# Dilute spheres in a host that already has the Bruggeman value.
# Tolerance 4 %: voxel surfaces and the finite sphere fraction.
slopes = []
for name, core in (("pore", pore), ("glass", glass)):
    value, fraction = sphere_array(eb, core, 0.03)
    slope = (value - eb) / (eb * fraction)
    formula = 3 * (core - eb) / (core + 2 * eb)
    assert abs(slope / formula - 1) < 0.04
    slopes.append(slope)
    print(f"{name} spheres: relative change per fraction, field solution "
          f"{slope:.4f}, formula {formula:.4f}")
balance = porosity * slopes[0] + (1 - porosity) * slopes[1]
assert abs(balance) < 0.04 * abs(porosity * slopes[0]) * 2
print(f"weighted sum of the two field solutions   {balance:.4f}")

# A periodic pore array is not a Bruggeman medium
array_value, array_fraction = sphere_array(glass, pore, porosity)
assert abs(array_value - upper) < abs(array_value - eb)
print(f"cubic pore array, field solution          {array_value:.4f}"
      f" (sampled porosity {array_fraction:.4f})")

# Two scales in two dimensions: resolved fine structure against uniform host
dense, light = 10.0, 1.0
cell = np.full((8, 8), dense)
cell[2:6, 2:6] = light


def doubled(a):
    return np.repeat(np.repeat(a, 2, 0), 2, 1)


fine_value = effective_permittivity(doubled(cell), 2)
print(f"2D two-scale test: phases {dense:.0f} and {light:.0f}, "
      f"fine composite {fine_value:.4f}")
errors = []
for ratio in (2, 4, 8, 16, 32):
    resolved = np.tile(cell, (ratio, ratio))
    uniform = np.full(resolved.shape, fine_value)
    half = resolved.shape[0] // 2
    resolved[:half, :half] = dense
    uniform[:half, :half] = dense
    v_res = effective_permittivity(doubled(resolved), 2)
    v_uni = effective_permittivity(doubled(uniform), 2)
    errors.append(abs(v_res / v_uni - 1))
    print(f"  period ratio {ratio:2d}: error of uniform host "
          f"{100 * errors[-1]:.4f} %")
assert errors[-1] < 0.25 * max(errors[:2])

# Composition is kept by the recipe, followed volume by volume
pore_share, seed_share = porosity, 1.0
a_frac, b_frac = pair_fractions(porosity, 0.1)
for _ in range(50):
    pore_share = pore_share * (1 - a_frac) * (1 - b_frac) + b_frac
    seed_share *= (1 - a_frac) * (1 - b_frac)
assert abs(pore_share - porosity) < 1e-12
assert abs(seed_share - 0.9**50) < 1e-12
print(f"delta 0.1: glass added {a_frac:.5f}, pores added {b_frac:.5f} per pair")

# Limit of the hierarchy for decreasing delta
offset = {}
for delta in (0.5, 0.1, 0.02, 0.004, 0.002):
    limit = run_hierarchy(glass, pore, porosity, delta, 30)
    offset[delta] = limit - eb
    print(f"  delta {delta:5.3f}: limit {limit:.6f}, minus Bruggeman "
          f"{offset[delta]:.2e}")
assert 1.8 < offset[0.004] / offset[0.002] < 2.2
assert abs(offset[0.002]) < 1e-3

# One geometry, many permittivity pairs, two of them lossy
phase1 = np.array([2.9, 12.0, 100.0, 0.01, 3 + 0.5j, 2 + 5j])
reached = run_hierarchy(phase1, 1.0, porosity, 0.002, 40)
expected = bruggeman(phase1, 1.0, porosity)
mismatch = np.abs(reached / expected - 1)
assert mismatch.max() < 5e-3  # first order in delta, larger at high contrast
print("same geometry (delta 0.002), other first phases, second phase 1:")
for e1, got, want in zip(phase1, reached, expected):
    print(f"  phase {e1:.2f}: hierarchy {got:.4f}, Bruggeman {want:.4f}")


# Decay rate per unit tau, measured on the hierarchy
def measured_rate(e1, e2, f, tau, delta=1e-3, window=500):
    eps = run_hierarchy(e1, e2, f, delta, tau)
    first = add_pair(eps, e1, e2, f, delta) - eps
    for _ in range(window):
        eps = add_pair(eps, e1, e2, f, delta)
    last = add_pair(eps, e1, e2, f, delta) - eps
    return np.log(last / first) / (window * np.log(1 - delta))


for label, e1, e2, f, tau in (("film", glass, pore, porosity, 6),
                              ("contrast 1000, f = 2/3", 1.0, 1e-3, 2 / 3, 80)):
    root = bruggeman(e1, e2, f)
    x1, x2 = 3 * root / (e1 + 2 * root), 3 * root / (e2 + 2 * root)
    rate = 3 - 2 * ((1 - f) * x1**2 + f * x2**2)
    seen = measured_rate(e1, e2, f, tau)
    assert abs(seen / rate - 1) < 0.03  # finite delta shifts the fixed point
    print(f"decay rate, {label}: measured {seen:.4f}, formula {rate:.4f}")

# Levels needed by the delta = 0.1 recipe, and levels that fit in the film
eps, pairs = upper, 0
while abs(eps - eb) > 0.005 and pairs < 200:
    eps, pairs = add_pair(eps, glass, pore, porosity, 0.1), pairs + 1
assert pairs < 200
decades = np.log10(film / pore_diameter)
print(f"delta 0.1: pairs to come within 0.005     {pairs} ({2 * pairs} levels)")
print(f"pore {pore_diameter} nm, film {film:.0f} nm: size decades {decades:.2f}")

# Neglected effects, with rough inputs
water, water_share = 80.0, 0.01
wet = bruggeman_many([glass, pore, water],
                     [1 - porosity, porosity - water_share, water_share])
print(f"water (permittivity {water:.0f}) in {water_share} of volume: "
      f"change {wet - eb:+.4f}")
layer, layer_eps = 2.0, 4.0  # nm on each side, damaged sidewall
series = spacing / ((spacing - 2 * layer) / eb + 2 * layer / layer_eps)
print(f"sidewalls {layer} nm, permittivity {layer_eps}, in {spacing:.0f} nm gap: "
      f"change {series - eb:+.4f}")
half_bond = 0.08  # nm, about half a Si-O bond
wider = porosity * (1 + half_bond / (pore_diameter / 2)) ** 3
radius_shift = bruggeman(glass, pore, wider) - eb
print(f"pore radius +{half_bond} nm: porosity {wider:.4f}, "
      f"change {radius_shift:+.4f}")
field = voltage / (spacing * 1e-7) / 1e6
pore_field = field * 3 * eb / (pore + 2 * eb)
breakdown = 5.0  # MV/cm
print(f"{voltage:.0f} V over {spacing:.0f} nm: mean field {field:.3f}, "
      f"in pore {pore_field:.3f} MV/cm")
print(f"pore field / rough breakdown field of {breakdown:.0f} MV/cm: "
      f"{pore_field / breakdown:.3f}")
frequency, leakage = 1e9, 1e-9  # Hz, A/cm2 at the mean field
omega = 2 * np.pi * frequency
conductivity = leakage * 1e4 / (field * 1e8)
loss = conductivity / (omega * constants.epsilon_0 * eb)
retard = omega * np.sqrt(eb) * film * 1e-9 / constants.c
print(f"at 1 GHz, leakage {leakage:.0e} A/cm2: conduction/displacement {loss:.1e}")
print(f"at 1 GHz: wave phase across the film      {retard:.1e} rad")
print("every check passed")
```

Running it gives:

```
inputs: glass 2.9, pore 1.0, porosity 0.3 (relative)
Bruggeman permittivity                    2.2031
coated spheres, glass outside (upper)     2.2271
coated spheres, pore phase outside (lower) 2.1176
width between the two bounds              0.1095
pore spheres: relative change per fraction, field solution -0.6694, formula -0.6676
glass spheres: relative change per fraction, field solution 0.2865, formula 0.2861
weighted sum of the two field solutions   -0.0003
cubic pore array, field solution          2.2219 (sampled porosity 0.3000)
2D two-scale test: phases 10 and 1, fine composite 6.3441
  period ratio  2: error of uniform host 0.1467 %
  period ratio  4: error of uniform host 0.0639 %
  period ratio  8: error of uniform host 0.0389 %
  period ratio 16: error of uniform host 0.0232 %
  period ratio 32: error of uniform host 0.0130 %
delta 0.1: glass added 0.07216, pores added 0.03000 per pair
  delta 0.500: limit 2.212057, minus Bruggeman 8.91e-03
  delta 0.100: limit 2.204589, minus Bruggeman 1.44e-03
  delta 0.020: limit 2.203426, minus Bruggeman 2.77e-04
  delta 0.004: limit 2.203204, minus Bruggeman 5.49e-05
  delta 0.002: limit 2.203176, minus Bruggeman 2.74e-05
same geometry (delta 0.002), other first phases, second phase 1:
  phase 2.90+0.00j: hierarchy 2.2032+0.0000j, Bruggeman 2.2031+0.0000j
  phase 12.00+0.00j: hierarchy 7.3653+0.0000j, Bruggeman 7.3647+0.0000j
  phase 100.00+0.00j: hierarchy 55.8541+0.0000j, Bruggeman 55.8453+0.0000j
  phase 0.01+0.00j: hierarchy 0.0518+0.0000j, Bruggeman 0.0519+0.0000j
  phase 3.00+0.50j: hierarchy 2.2652+0.2979j, Bruggeman 2.2652+0.2979j
  phase 2.00+5.00j: hierarchy 1.8241+2.8928j, Bruggeman 1.8243+2.8926j
decay rate, film: measured 0.9576, formula 0.9575
decay rate, contrast 1000, f = 2/3: measured 0.1255, formula 0.1256
delta 0.1: pairs to come within 0.005     19 (38 levels)
pore 2.0 nm, film 100 nm: size decades 1.70
water (permittivity 80) in 0.01 of volume: change +0.0812
sidewalls 2.0 nm, permittivity 4.0, in 20 nm gap: change +0.2175
pore radius +0.08 nm: porosity 0.3779, change -0.1678
1 V over 20 nm: mean field 0.500, in pore 0.611 MV/cm
pore field / rough breakdown field of 5 MV/cm: 0.122
at 1 GHz, leakage 1e-09 A/cm2: conduction/displacement 1.6e-12
at 1 GHz: wave phase across the film      3.1e-06 rad
every check passed
```
